# Why the Energy of a Charged Slab Grows with Vacuum Width: test program

```python
"""Energy of a charged slab with a uniform neutralizing background.
Result under test: at fixed charge Q and area A the energy grows with cell
length L as Q^2 L/(24 eps0 A), provided the charge stays on the slab.
For a conducting slab of thickness d and vacuum w = L-d the energy is
Q^2 w^3/(24 eps0 A L^2). Counter-electrodes remove the divergence.
Units: charge in e, length in angstrom, energy in eV.
COUL = e/eps0 in V angstrom, so Q^2/(eps0 A) becomes COUL*Q^2/A.
"""
import numpy as np
from scipy.constants import e, epsilon_0
from scipy.special import erfc
from scipy.linalg import cholesky, solve_triangular
from scipy.optimize import nnls

COUL = e / epsilon_0 * 1e10
Q = 1.0
side = 10.0
A = side**2
d = 10.0
W = 4.0
gap = 10.0
strength = COUL * Q**2 / A
slope_limit = strength / 24


def fourier_energy(positions, charges, L, modes=200000):
    """Energy of charged sheets; omitting k=0 supplies the background."""
    k = 2 * np.pi * np.arange(1, modes + 1) / L
    structure = np.zeros(modes, dtype=complex)
    for z, q in zip(positions, charges):
        structure += q * np.exp(-1j * k * z)
    return COUL / (A * L) * np.sum(np.abs(structure)**2 / k**2)


def kernel(u, L):
    """Potential (V) at distance u from a sheet of charge 1 e."""
    return COUL / (2 * A) * (L / 6 - np.abs(u) + u**2 / L)


def conductor_formula(L):
    return strength * (L - d)**3 / (24 * L**2)


# Single sheet and potential kernel against explicit Fourier sums
for L in (20.0, 40.0, 80.0):
    assert abs(fourier_energy([0.0], [Q], L) - slope_limit * L) < 1e-4
L = 40.0
k_values = 2 * np.pi * np.arange(1, 200001) / L
for u in (0.0, 3.7, 12.0, 23.0):
    series = 2 * COUL / (A * L) * np.sum(np.cos(k_values * u) / k_values**2)
    assert abs(series - kernel(u, L)) < 1e-4

# Rigid asymmetric profile containing charges of both signs
z_rigid = np.array([-5.0, -2.0, 1.0, 4.5])
q_rigid = np.array([0.7, -0.4, 0.2, 0.5])
assert abs(q_rigid.sum() - Q) < 1e-12
distance = np.abs(z_rigid[:, None] - z_rigid[None, :])
D = q_rigid @ distance @ q_rigid
M1 = q_rigid @ z_rigid
M2 = q_rigid @ z_rigid**2
for L in (20.0, 40.0, 80.0):
    formula = COUL / A * (Q**2 * L / 24 - D / 4 + (Q * M2 - M1**2) / (2 * L))
    direct = fourier_energy(z_rigid, q_rigid, L)
    assert abs(formula - direct) < 2e-4
    assert direct > conductor_formula(L)

# Same profile without background, field energy cut off at +-R
for R in (20.0, 50.0):
    n_grid = 200000
    step = 2 * R / n_grid
    z = -R + (np.arange(n_grid) + 0.5) * step
    field = sum(q * np.sign(z - p) for p, q in zip(z_rigid, q_rigid)) / 2
    direct = COUL / A * 0.5 * np.sum(field**2) * step
    assert abs(direct - COUL / A * (Q**2 * R - D) / 4) < 1e-4


def ewald_energy(L):
    """One point charge per side x side x L cell, uniform background."""
    eta = 0.2
    volume = A * L
    nz = int(np.ceil(40 / L)) + 1
    x, y, z = np.meshgrid(np.arange(-4, 5) * side, np.arange(-4, 5) * side,
                          np.arange(-nz, nz + 1) * L, indexing="ij")
    r = np.sqrt(x**2 + y**2 + z**2).ravel()
    r = r[r > 1e-9]
    real = np.sum(erfc(eta * r) / r)
    mz = int(np.ceil(3 * L / (2 * np.pi))) + 1
    gx = 2 * np.pi / side * np.arange(-5, 6)
    gz = 2 * np.pi / L * np.arange(-mz, mz + 1)
    a, b, c = np.meshgrid(gx, gx, gz, indexing="ij")
    g2 = (a**2 + b**2 + c**2).ravel()
    g2 = g2[g2 > 1e-12]
    recip = 4 * np.pi / volume * np.sum(np.exp(-g2 / (4 * eta**2)) / g2)
    potential = real + recip - 2 * eta / np.sqrt(np.pi)
    potential -= np.pi / (eta**2 * volume)
    return 0.5 * Q**2 * COUL / (4 * np.pi) * potential


def lateral_images(L):
    """Interaction of periodic images through in-plane wavevectors."""
    gx = 2 * np.pi / side * np.arange(-6, 7)
    a, b = np.meshgrid(gx, gx)
    g = np.sqrt(a**2 + b**2).ravel()
    g = g[g > 1e-12]
    return COUL * Q**2 / (2 * A) * np.sum(1 / (g * np.expm1(g * L)))


ewald = {L: ewald_energy(L) for L in (10.0, 20.0, 30.0, 40.0)}
intercepts = [ewald[L] - slope_limit * L - lateral_images(L) for L in ewald]
assert np.ptp(intercepts) < 1e-8
ewald_slope = (ewald[40.0] - ewald[30.0]) / 10
assert abs(ewald_slope / slope_limit - 1) < 1e-6


def relaxed_conductor(L, planes=101):
    """Minimize energy over the charge distribution inside the slab."""
    z = np.linspace(-d / 2, d / 2, planes)
    matrix = np.ones((planes + 1, planes + 1))
    matrix[:planes, :planes] = kernel(z[:, None] - z[None, :], L)
    matrix[-1, -1] = 0
    right = np.zeros(planes + 1)
    right[-1] = Q
    q = np.linalg.solve(matrix, right)[:planes]
    potential = matrix[:planes, :planes] @ q
    middle = q @ kernel(L / 2 - z, L)
    return 0.5 * q @ potential, potential[0] - middle


lengths = (20.0, 30.0, 40.0, 60.0, 80.0, 160.0)
relaxed = {}
drops = {}
slopes = {}
for L in lengths:
    relaxed[L], drops[L] = relaxed_conductor(L)
    assert abs(relaxed[L] - conductor_formula(L)) < 1e-4
    assert abs(drops[L] - COUL * Q / A * (L - d)**2 / (8 * L)) < 1e-3
    slopes[L] = (relaxed_conductor(L + 0.1)[0]
                 - relaxed_conductor(L - 0.1)[0]) / 0.2
    x = d / L
    assert abs(slopes[L] / slope_limit - (1 - 3*x**2 + 2*x**3)) < 1e-3

# Counter-electrodes: symmetric pair, then a single one
pair_z = [-d / 2 - gap, -d / 2, d / 2, d / 2 + gap]
pair_q = [-Q / 2, Q / 2, Q / 2, -Q / 2]
pair = {L: fourier_energy(pair_z, pair_q, L) for L in (40.0, 80.0)}
single = {L: fourier_energy([d / 2, d / 2 + gap], [Q, -Q], L)
          for L in (40.0, 80.0, 160.0)}
for value in pair.values():
    assert abs(value - strength * gap / 4) < 2e-4
for L, value in single.items():
    assert abs(value - strength * (gap / 2 - gap**2 / (2 * L))) < 3e-4

# Negative conducting slab: electrons may enter the vacuum at cost W


def spilled_formula(L):
    depleted = np.sqrt(2 * L * W * A / (COUL * Q))
    return W * Q * (L - d - 4 * depleted / 3) / L, depleted


def spilled_minimum(L, points=160):
    """Minimize over non-negative vacuum electron density."""
    step = (L - d) / (points + 1)
    laplace = (2 * np.eye(points) - np.eye(points, k=1)
               - np.eye(points, k=-1)) / step**2
    background = Q / (A * L)
    # density in units of the background density; metal potential is zero
    green = COUL * background * np.linalg.inv(laplace)
    green = (green + green.T) / 2
    lower = cholesky(green, lower=True)
    ones = np.ones(points)
    target = lower.T @ ones - W * solve_triangular(lower, ones, lower=True)
    density, _ = nnls(lower.T, target, maxiter=5000)
    net = density - 1
    energy = A * background * step * (0.5 * net @ green @ net
                                      + W * density.sum())
    return energy, density.sum() * step * background * A


b_half = d + 4 * W * A / (COUL * Q)
L_spill = b_half + np.sqrt(b_half**2 - d**2)
assert abs(relaxed_conductor(L_spill)[1] - W) < 1e-3
assert spilled_minimum(0.95 * L_spill)[1] < 1e-8
assert spilled_minimum(1.10 * L_spill)[1] > 1e-3
spilled = {}
for L in (60.0, 120.0, 1000.0):
    spilled[L] = spilled_minimum(L)
    predicted, depleted = spilled_formula(L)
    assert abs(spilled[L][0] / predicted - 1) < 3e-3
    assert abs(spilled[L][1] - Q * (L - d - 2 * depleted) / L) < 0.01
    assert spilled[L][0] < min(W * Q, conductor_formula(L))

print(f"Charge magnitude Q = {Q:.1f} e")
print(f"Area A = {A:.1f} angstrom^2")
print(f"Slab thickness d = {d:.1f} angstrom")
print(f"e/eps0 = {COUL:.4f} V angstrom")
print(f"Q^2/(eps0 A) = {strength:.5f} eV/angstrom")
print(f"Limiting slope = {slope_limit:.5f} eV/angstrom")
print(f"Limiting slope = {slope_limit*e*1e10:.4e} J/m")
print(f"Limiting increase per 10 angstrom = {10*slope_limit:.4f} eV")
print(f"Ewald slope, L 30 to 40 angstrom = {ewald_slope:.5f} eV/angstrom")
print(f"Ewald constant term = {intercepts[-1]:.4f} eV")
print("Conducting slab, minimized energy:")
for L in lengths:
    print(f"L = {L:.0f} angstrom, w = {L-d:.0f} angstrom: "
          f"E = {relaxed[L]:.4f} eV, slope = {slopes[L]:.5f} eV/angstrom, "
          f"slope/limit = {slopes[L]/slope_limit:.4f}, "
          f"potential step = {drops[L]:.3f} V")
print(f"Counter-electrode gap g = {gap:.1f} angstrom")
for L, value in pair.items():
    print(f"Two counter-electrodes, L = {L:.0f} angstrom: {value:.3f} eV")
for L, value in single.items():
    print(f"One counter-electrode, L = {L:.0f} angstrom: {value:.3f} eV")
print(f"One counter-electrode, L to infinity: {strength*gap/2:.3f} eV")
print(f"Work function W = {W:.1f} eV")
print(f"Negative slab spills above L = {L_spill:.2f} angstrom")
print(f"Vacuum width at spilling = {L_spill-d:.2f} angstrom")
for L, (energy, amount) in spilled.items():
    print(f"Negative slab, L = {L:.0f} angstrom: E = {energy:.2f} eV, "
          f"confined E = {conductor_formula(L):.2f} eV, "
          f"spilled = {amount:.2f} electrons")
print(f"Saturation energy of negative slab = {W*Q:.1f} eV")
print("verified")
```

It prints:

```
Charge magnitude Q = 1.0 e
Area A = 100.0 angstrom^2
Slab thickness d = 10.0 angstrom
e/eps0 = 180.9513 V angstrom
Q^2/(eps0 A) = 1.80951 eV/angstrom
Limiting slope = 0.07540 eV/angstrom
Limiting slope = 1.2080e-10 J/m
Limiting increase per 10 angstrom = 0.7540 eV
Ewald slope, L 30 to 40 angstrom = 0.07540 eV/angstrom
Ewald constant term = -2.8081 eV
Conducting slab, minimized energy:
L = 20 angstrom, w = 10 angstrom: E = 0.1885 eV, slope = 0.03770 eV/angstrom, slope/limit = 0.5000, potential step = 1.131 V
L = 30 angstrom, w = 20 angstrom: E = 0.6702 eV, slope = 0.05585 eV/angstrom, slope/limit = 0.7407, potential step = 3.016 V
L = 40 angstrom, w = 30 angstrom: E = 1.2723 eV, slope = 0.06362 eV/angstrom, slope/limit = 0.8437, potential step = 5.089 V
L = 60 angstrom, w = 50 angstrom: E = 2.6179 eV, slope = 0.06981 eV/angstrom, slope/limit = 0.9259, potential step = 9.425 V
L = 80 angstrom, w = 70 angstrom: E = 4.0408 eV, slope = 0.07216 eV/angstrom, slope/limit = 0.9570, potential step = 13.854 V
L = 160 angstrom, w = 150 angstrom: E = 9.9400 eV, slope = 0.07455 eV/angstrom, slope/limit = 0.9888, potential step = 31.808 V
Counter-electrode gap g = 10.0 angstrom
Two counter-electrodes, L = 40 angstrom: 4.524 eV
Two counter-electrodes, L = 80 angstrom: 4.524 eV
One counter-electrode, L = 40 angstrom: 6.786 eV
One counter-electrode, L = 80 angstrom: 7.917 eV
One counter-electrode, L = 160 angstrom: 8.482 eV
One counter-electrode, L to infinity: 9.048 eV
Work function W = 4.0 eV
Negative slab spills above L = 34.81 angstrom
Vacuum width at spilling = 24.81 angstrom
Negative slab, L = 60 angstrom: E = 1.89 eV, confined E = 2.62 eV, spilled = 0.29 electrons
Negative slab, L = 120 angstrom: E = 2.64 eV, confined E = 6.97 eV, spilled = 0.53 electrons
Negative slab, L = 1000 angstrom: E = 3.60 eV, confined E = 73.16 eV, spilled = 0.86 electrons
Saturation energy of negative slab = 4.0 eV
verified
```
